# Energy quadrature for nondegenerate mobility when the scattering rate has a threshold: a program that tests the result

```python
# RESULT UNDER TEST
# Nondegenerate mobility mu = (e/m) <tau>, where
#   <tau> = int_0^inf x^(3/2) exp(-x) tau(x) dx / Gamma(5/2),  x = E/kT,
# evaluated by n-point generalized Gauss-Laguerre quadrature (weight x^alpha e^-x).
# Convergence is root-exponential if tau is analytic on [0, inf), algebraic if
# tau has a branch point at x = 0, and slowest if the rate has a threshold x0 > 0:
# an onset (x-x0)^sigma gives an error of order n^(-(sigma+1)/2).
# Symbols: kappa = n + (alpha+1)/2; errors are (integral - quadrature sum);
# rates are in 1/ps, times in ps; N is the phonon occupation number.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import gamma, kv, iv, kve, ive, eval_genlaguerre

mp.mp.dps = 20
ALPHA = 1.5
NORM = gamma(2.5)


def laguerre_rule(n, alpha):
    """Nodes and weights, the weights normalized to sum 1.
    Nodes above x = 300 are dropped: their weights are below 1e-100."""
    k = np.arange(n)
    diag = 2.0 * k + 1 + alpha
    off = np.sqrt(k[1:] * (k[1:] + alpha))
    x = eigh_tridiagonal(diag, off, eigvals_only=True, lapack_driver='sterf')
    x = x[x < 300]
    p_old, p = np.zeros_like(x), np.ones_like(x)
    total = np.ones_like(x)
    for j in range(n - 1):
        back = off[j - 1] * p_old if j > 0 else 0.0
        p_old, p = p, ((x - diag[j]) * p - back) / off[j]
        total += p * p
    return x, 1 / total


# ---------- model parameters (rough values, lightly doped n-type silicon)
T_REF = 300.0
RATE_AC, RATE_IMP, RATE_OPT = 1.7, 0.4, 7.5      # 1/ps, prefactors at 300 K
PHONON_MEV = 60.0
M_LONG, M_TRANS, VALLEYS = 0.92, 0.19, 6
DENSITY_CM3, EPS_R, NONPAR_PER_EV = 1e16, 11.7, 0.5
m_cond = 3 / (1 / M_LONG + 2 / M_TRANS)
m_dos = (M_LONG * M_TRANS**2) ** (1 / 3)


def parameters(temp):
    """Prefactors at fixed x scale with temperature as T^1.5, T^-1.5, T^0.5."""
    s = temp / T_REF
    x0 = PHONON_MEV * 1e-3 * const.e / (const.k * temp)
    return (RATE_AC * s**1.5, RATE_IMP * s**-1.5, RATE_OPT * s**0.5,
            x0, 1 / np.expm1(x0))


PAR = parameters(T_REF)
wa, wi, wo, x0, N = PAR


def tau_full(x, emission=True):
    r = wa * np.sqrt(x) + wi * x**-1.5 + wo * N * np.sqrt(x + x0)
    if emission:
        r = r + wo * (N + 1) * np.sqrt(np.maximum(x - x0, 0))
    return 1 / r


def reference(func):
    """High-precision average of func over the normalized weight, split at x0."""
    f = lambda x: x**mp.mpf(1.5) * mp.exp(-x) * func(x)
    return float(mp.quad(f, [0, x0, x0 + 4, 20, 45, 90]) / mp.gamma(2.5))


def tau_mp(x, optical, emission):
    r = wa * mp.sqrt(x) + wi / (x * mp.sqrt(x))
    if optical:
        r += wo * N * mp.sqrt(x + x0)
    if emission and x > x0:
        r += wo * (N + 1) * mp.sqrt(x - x0)
    return 1 / r


ref_two = reference(lambda x: tau_mp(x, False, False))
ref_noem = reference(lambda x: tau_mp(x, True, False))
ref_full = reference(lambda x: tau_mp(x, True, True))

# ---------- the average itself, from the field-shifted distribution in 3D
step = 0.1
q = (np.arange(60) + 0.5) * step
d = 1e-4
minus_slope = -(np.exp(-(q + d)**2) - np.exp(-(q - d)**2)) / (2 * d)
g1 = np.exp(-q**2)
q2 = q[:, None, None]**2 + q[None, :, None]**2 + q[None, None, :]**2
drift = np.einsum('i,j,k,ijk->', q * minus_slope, g1, g1, tau_full(q2))
tau_grid = drift / g1.sum()**3
assert abs(tau_grid / ref_full - 1) < 2e-3

# ---------- quadrature rule: exact for polynomials up to degree 2n-1
xg, wg = laguerre_rule(12, ALPHA)
for power in (0, 1, 7, 23):
    assert abs((wg * xg**power).sum() * NORM / gamma(power + 2.5) - 1) < 1e-10


# ---------- analytic integrand: exact remainder and its large-n form
def bessel_remainder(n, alpha, y):
    z = 2 * np.sqrt((n + (alpha + 1) / 2) * y)
    return 2 * y**alpha * np.exp(y) * kv(alpha, z) / iv(alpha, z)


n_an, y_an = 12, 1.0
err_an = reference(lambda x: 1 / (x + y_an)) - (wg / (xg + y_an)).sum()
top = quad(lambda x: np.exp(-x) * x**ALPHA * (x / (x + y_an))**n_an / (x + y_an),
           0, 100, epsabs=1e-15, epsrel=1e-11, limit=300)[0]
exact_an = top / eval_genlaguerre(n_an, ALPHA, -y_an) / NORM
bessel_an = bessel_remainder(n_an, ALPHA, y_an) / NORM
assert abs(err_an / exact_an - 1) < 1e-5
assert abs(err_an / bessel_an - 1) < 0.1


# ---------- branch point at x = 0: error of the pure power x^s
def endpoint_error(n, s):
    kappa = n + (ALPHA + 1) / 2
    integral = quad(lambda t: t**(2 * (ALPHA + s) + 1) * np.exp(-2 * t)
                    * kve(ALPHA, t) / ive(ALPHA, t), 0, 40, limit=200)[0]
    return (-4 * np.sin(np.pi * s) / np.pi
            * (4 * kappa)**(-(ALPHA + s + 1)) * integral / NORM)


n_end = 200
xe, we = laguerre_rule(n_end, ALPHA)
endpoint = {}
for s in (-0.5, 1.5):
    actual = gamma(2.5 + s) / NORM - (we * xe**s).sum()
    endpoint[s] = (actual, endpoint_error(n_end, s))
    assert abs(actual / endpoint[s][1] - 1) < 0.05


# ---------- acoustic + impurity: power x^1.5 moved into the weight (alpha = 3)
def tau_two(x):
    return 1 / (wa * np.sqrt(x) + wi * x**-1.5)


def extracted_error(n):
    x, w = laguerre_rule(n, 3.0)
    return ref_two - gamma(4) / NORM * (w / (wi + wa * x**2)).sum()


pole = np.sqrt(wi / wa)
n_pole = 40
complex_pred = bessel_remainder(n_pole, 3.0, -1j * pole) / (wa * pole * NORM)
err_pole = extracted_error(n_pole)
assert abs(err_pole - complex_pred.imag) < 0.1 * abs(complex_pred)

table = []
for n in (10, 40, 160):
    x, w = laguerre_rule(n, ALPHA)
    table.append((n, abs(1 - (w * tau_two(x)).sum() / ref_two),
                  abs(extracted_error(n) / ref_two),
                  abs(1 - (w * tau_full(x, False)).sum() / ref_noem),
                  abs(1 - (w * tau_full(x)).sum() / ref_full)))
assert table[-1][2] < 0.1 * table[-1][1]

# ---------- threshold: errors averaged over one period of the node position
ref_step = reference(lambda x: mp.mpf(1) if x > x0 else mp.mpf(0))
ref_root = reference(lambda x: mp.sqrt(x - x0) if x > x0 else mp.mpf(0))
R0 = 1 / tau_full(x0, False)
onset = wo * (N + 1)
weight_x0 = x0**1.5 * np.exp(-x0) / NORM


def local_errors(n, x):
    """Local errors at x0: step, square root, and the full tau."""
    h = np.pi * np.sqrt(x0 / (n + (ALPHA + 1) / 2))
    theta = (x[x > x0][0] - x0) / h
    z = [float(mp.zeta(-mp.mpf(m) / 2, theta)) for m in range(7)]
    full = sum((-onset)**m / R0**(m + 1) * h**(1 + m / 2) * z[m]
               for m in range(1, 7))
    return -weight_x0 * np.array([h * z[0], h**1.5 * z[1], full])


def rms(a):
    return np.sqrt(np.mean(np.asarray(a)**2, axis=0))


centers = np.array([50, 100, 200, 400, 800])
measured, mismatch, rms_noem = [], [], []
for n0 in centers:
    period = np.pi * np.sqrt(n0 / x0)
    ns = np.unique(np.round(np.linspace(n0 - period / 2, n0 + period / 2,
                                        25, endpoint=False)).astype(int))
    act, loc, noem = [], [], []
    for n in ns:
        x, w = laguerre_rule(int(n), ALPHA)
        above = np.maximum(x - x0, 0)
        act.append([ref_step - w[x > x0].sum(),
                    ref_root - (w * np.sqrt(above)).sum(),
                    ref_full - (w * tau_full(x)).sum()])
        noem.append(ref_noem - (w * tau_full(x, False)).sum())
        loc.append(local_errors(n, x))
    act, loc = np.array(act), np.array(loc)
    measured.append(rms(act))
    mismatch.append(rms(act - loc) / rms(act))
    rms_noem.append(rms(noem))
measured, mismatch = np.array(measured), np.array(mismatch)
slope_step, slope_root = [-np.polyfit(np.log(centers[1:]),
                          np.log(measured[1:, i]), 1)[0] for i in (0, 1)]
slope_tau = -np.diff(np.log(measured[:, 2])) / np.log(2)
assert abs(slope_step - 0.5) < 0.05
assert abs(slope_root - 0.75) < 0.05
assert np.all(mismatch[-1] < 0.1)
assert rms_noem[2] < 1e-3 * measured[2, 2]      # the threshold is the cause


# ---------- cure: split at x0, square-root variables, Gauss-Legendre panels
def split_rule(n, edge):
    u, w = np.polynomial.legendre.leggauss(n)
    half = np.sqrt(edge) / 2
    low, high = half * (u + 1), 3.5 * (u + 1)
    return (np.concatenate([low**2, edge + high**2]),
            np.concatenate([2 * low * half * w, 2 * high * 3.5 * w]))


split_errors = []
for n in (10, 20, 40):
    x, dx = split_rule(n, x0)
    value = (dx * x**1.5 * np.exp(-x) * tau_full(x)).sum() / NORM
    split_errors.append((2 * n, abs(value / ref_full - 1)))
assert split_errors[-1][1] < 1e-10


# ---------- size of neglected effects
def band_average(par, a=0.0, eta=None, screening=None):
    """<tau> with nonparabolicity a = (coefficient)*kT, reduced Fermi level eta,
    and screening = b(x)/x in the Brooks-Herring logarithm."""
    ac, imp, opt, edge, occ = par
    x, dx = split_rule(60, edge)
    dos = lambda y: np.sqrt(y * (1 + a * y)) * (1 + 2 * a * y)
    g = x * (1 + a * x)
    log_ratio = 1.0
    if screening is not None:
        log_term = lambda b: np.log1p(b) - b / (1 + b)
        log_ratio = log_term(screening * x) / log_term(screening)
    rate = (ac * dos(x) + imp * log_ratio * (1 + 2 * a * x) / g**1.5
            + opt * (occ * dos(x + edge)
                     + (occ + 1) * dos(np.maximum(x - edge, 0))))
    if eta is None:
        f = slope = np.exp(-x)
    else:
        f = 1 / (np.exp(x - eta) + 1)
        slope = f * (1 - f)
    return (2 / 3 * (dx * g**1.5 / (1 + 2 * a * x) * slope / rate).sum()
            / (dx * dos(x) * f).sum())


kT = const.k * T_REF
base = band_average(PAR)
assert abs(base / ref_full - 1) < 1e-9
assert abs(band_average(PAR, eta=-25.0) / base - 1) < 1e-8
n_m3 = DENSITY_CM3 * 1e6
n_band = 2 * VALLEYS * (m_dos * const.m_e * kT / (2 * np.pi * const.hbar**2))**1.5
eta = np.log(n_m3 / n_band)
screen_length2 = EPS_R * const.epsilon_0 * kT / (const.e**2 * n_m3)
screening = 8 * m_dos * const.m_e * kT * screen_length2 / const.hbar**2
change = lambda t: 100 * (t / base - 1)
to_mu = const.e * 1e-12 / (m_cond * const.m_e) * 1e4     # cm2/Vs per ps
mu = to_mu * ref_full
v_thermal = np.sqrt(3 * kT / (m_cond * const.m_e)) * 100  # cm/s

# ---------- output
print(f"Temperature {T_REF:.0f} K, phonon {PHONON_MEV:.0f} meV, x0 = {x0:.4f}, N = {N:.4f}")
print(f"Rate prefactors (1/ps): acoustic {wa}, impurity {wi}, intervalley {wo}")
print(f"Masses (m_e): longitudinal {M_LONG}, transverse {M_TRANS}; valleys {VALLEYS}")
print(f"Conductivity mass {m_cond:.4f} m_e, density-of-states mass {m_dos:.4f} m_e")
print(f"Density {DENSITY_CM3:.0e} cm^-3, relative permittivity {EPS_R}")
print(f"<tau> acoustic+impurity {ref_two:.6f} ps, mobility {to_mu*ref_two:.1f} cm2/Vs")
print(f"<tau> all but emission  {ref_noem:.6f} ps, mobility {to_mu*ref_noem:.1f} cm2/Vs")
print(f"<tau> full rate         {ref_full:.6f} ps, mobility {mu:.1f} cm2/Vs")
print(f"<tau> full rate, 3D momentum grid {tau_grid:.5f} ps")
print(f"Error for 1/(x+1), n={n_an}: actual {err_an:.4e}, exact formula {exact_an:.4e}, Bessel {bessel_an:.4e}")
for s, (actual, pred) in endpoint.items():
    print(f"Error for x^{s}, n={n_end}: actual {actual:.4e}, predicted {pred:.4e}")
print(f"Acoustic+impurity poles at x = +-{pole:.4f} i")
print(f"alpha=3 error, n={n_pole}: actual {err_pole:.4e} ps, predicted {complex_pred.imag:.4e} ps")
print("Relative errors of <tau> at single n:")
print("n | ac+imp alpha=3/2 | ac+imp alpha=3 | no emission alpha=3/2 | full alpha=3/2")
for row in table:
    print(f"{row[0]:4d} | " + " | ".join(f"{v:.2e}" for v in row[1:]))
print("Rms errors over one period of n (alpha=3/2):")
print("n | step | square root | full, relative | full (cm2/Vs) | no emission, relative")
for i, n0 in enumerate(centers):
    a, b, c = measured[i]
    print(f"{n0:4d} | {a:.3e} | {b:.3e} | {c/ref_full:.3e} | {c*to_mu:.3f} | {rms_noem[i]/ref_noem:.1e}")
print(f"Fitted decay powers of n: step {slope_step:.3f}, square root {slope_root:.3f}")
print("Decay power for full tau, per doubling of n: " + ", ".join(f"{v:.3f}" for v in slope_tau))
print("Local formula mismatch at n=800 (step, root, full): " + ", ".join(f"{100*v:.1f}%" for v in mismatch[-1]))
h800 = np.pi * np.sqrt(x0 / (800 + (ALPHA + 1) / 2))
print(f"At n=800: node spacing h = {h800:.4f}, c sqrt(h)/R0 = {onset*np.sqrt(h800)/R0:.3f}")
print(f"R0 = {R0:.4f} 1/ps, c = {onset:.4f} 1/ps")
for points, err in split_errors:
    print(f"Split rule, {points} points in all: relative error {err:.2e}")
print("Neglected effects, change of mobility:")
a_np = NONPAR_PER_EV * kT / const.e
print(f"  nonparabolicity {NONPAR_PER_EV} 1/eV: {change(band_average(PAR, a=a_np)):.2f} %")
print(f"  degeneracy (eta = {eta:.2f}): {change(band_average(PAR, eta=eta)):.4f} %")
print(f"  Brooks-Herring logarithm: {change(band_average(PAR, screening=screening)):.3f} %")
print(f"  density-of-states mass in place of conductivity mass: {100*(m_cond/m_dos-1):.1f} %")
print(f"  operation at 400 K: {change(band_average(parameters(400.0))):.1f} %")
print(f"Thermal speed {v_thermal:.3e} cm/s; drift/thermal speed at 100 V/cm: {100*mu/v_thermal:.5f}")
print("OK")
```

Output:

```
Temperature 300 K, phonon 60 meV, x0 = 2.3209, N = 0.1089
Rate prefactors (1/ps): acoustic 1.7, impurity 0.4, intervalley 7.5
Masses (m_e): longitudinal 0.92, transverse 0.19; valleys 6
Conductivity mass 0.2583 m_e, density-of-states mass 0.3214 m_e
Density 1e+16 cm^-3, relative permittivity 11.7
<tau> acoustic+impurity 0.370652 ps, mobility 2523.6 cm2/Vs
<tau> all but emission  0.225022 ps, mobility 1532.1 cm2/Vs
<tau> full rate         0.173873 ps, mobility 1183.8 cm2/Vs
<tau> full rate, 3D momentum grid 0.17389 ps
Error for 1/(x+1), n=12: actual 7.6955e-06, exact formula 7.6955e-06, Bessel 8.0442e-06
Error for x^-0.5, n=200: actual 1.0904e-05, predicted 1.0876e-05
Error for x^1.5, n=200: actual 2.6792e-10, predicted 2.6281e-10
Acoustic+impurity poles at x = +-0.4851 i
alpha=3 error, n=40: actual 3.4396e-06 ps, predicted 3.4230e-06 ps
Relative errors of <tau> at single n:
n | ac+imp alpha=3/2 | ac+imp alpha=3 | no emission alpha=3/2 | full alpha=3/2
  10 | 6.72e-04 | 1.65e-03 | 1.32e-03 | 6.52e-02
  40 | 5.03e-07 | 9.28e-06 | 2.70e-06 | 2.62e-02
 160 | 4.37e-09 | 3.18e-11 | 7.23e-09 | 1.05e-02
Rms errors over one period of n (alpha=3/2):
n | step | square root | full, relative | full (cm2/Vs) | no emission, relative
  50 | 5.202e-02 | 1.298e-02 | 2.075e-02 | 24.566 | 1.8e-06
 100 | 3.675e-02 | 7.677e-03 | 1.306e-02 | 15.463 | 6.1e-08
 200 | 2.556e-02 | 4.210e-03 | 7.596e-03 | 8.993 | 3.1e-09
 400 | 1.807e-02 | 2.587e-03 | 4.824e-03 | 5.710 | 1.9e-10
 800 | 1.284e-02 | 1.605e-03 | 3.099e-03 | 3.669 | 1.2e-11
Fitted decay powers of n: step 0.505, square root 0.748
Decay power for full tau, per doubling of n: 0.668, 0.782, 0.655, 0.638
Local formula mismatch at n=800 (step, root, full): 3.0%, 5.9%, 5.5%
At n=800: node spacing h = 0.1691, c sqrt(h)/R0 = 0.766
R0 = 4.4623 1/ps, c = 8.3166 1/ps
Split rule, 20 points in all: relative error 1.19e-05
Split rule, 40 points in all: relative error 1.28e-10
Split rule, 80 points in all: relative error 4.44e-16
Neglected effects, change of mobility:
  nonparabolicity 0.5 1/eV: -12.17 %
  degeneracy (eta = -7.92): -0.0051 %
  Brooks-Herring logarithm: 0.397 %
  density-of-states mass in place of conductivity mass: -19.6 %
  operation at 400 K: -45.3 %
Thermal speed 2.298e+07 cm/s; drift/thermal speed at 100 V/cm: 0.00515
OK
```
